# Why a Chaotic FPUT Chain Need Not Obey Fourier's Law: a program that tests the result

```python
"""Chaos does not guarantee Fourier conduction.

Result under test: a chaotic FPUT chain has a running heat conductivity that
does not level off in the window studied, while the same chain with strong
on-site pins levels off. A harmonic chain with random momentum swaps proves
the mechanism: its conductivity grows as sqrt(length), unless it is pinned.

Reduced units: mass = bond stiffness = quartic bond coefficient = k_B = 1.
q, p: displacement and momentum; r: bond stretch; c: sound speed;
gamma: swap rate; kappa: conductivity with length counted in sites.
FPUT bond energy: r^2/2 + r^4/4. On-site pin energy: pin*q^4/4.
"""
import numpy as np
import scipy.sparse as sp
from scipy import constants as const
from scipy.fft import fft, ifft
from scipy.integrate import cumulative_trapezoid, quad
from scipy.sparse.linalg import expm_multiply, spsolve
from scipy.special import ive

rng = np.random.default_rng(20)
DT = 0.1
EVERY = 4
LAG = DT * EVERY


# ---------- local energy balance, checked by finite differences ----------
def site_energy(q, p, pin):
    r = np.roll(q, -1) - q
    bond = r**2 / 2 + r**4 / 4
    return p**2 / 2 + (bond + np.roll(bond, 1)) / 2 + pin * q**4 / 4


q0, p0 = rng.normal(size=(2, 9))
stretch0 = np.roll(q0, -1) - q0
tension0 = stretch0 + stretch0**3
force0 = tension0 - np.roll(tension0, 1) - q0**3
current0 = -(p0 + np.roll(p0, -1)) * tension0 / 2
h = 1e-5
rate = (site_energy(q0 + h * p0, p0 + h * force0, 1.0)
        - site_energy(q0 - h * p0, p0 - h * force0, 1.0)) / (2 * h)
assert np.allclose(rate, np.roll(current0, 1) - current0, atol=1e-5)


# ---------- harmonic chain with random momentum swaps ----------
def moment_generator(stiffness, friction, pairs, gamma):
    """Exact linear generator of the second moments of z = (q, p)."""
    n = len(friction)
    swap = sp.lil_matrix((2 * n, len(pairs)))
    for b, (i, j) in enumerate(pairs):
        swap[n + i, b] = 1.0
        swap[n + j, b] = -1.0
    swap = swap.tocsc()
    drift = sp.bmat([[None, sp.identity(n)],
                     [-sp.csr_matrix(stiffness), -sp.diags(friction)]])
    drift = (drift - gamma * (swap @ swap.T)).tocsr()
    one = sp.identity(2 * n)
    double = sp.hstack([sp.kron(swap[:, [b]], swap[:, [b]])
                        for b in range(len(pairs))]).tocsr()
    return (sp.kron(drift, one) + sp.kron(one, drift)
            + gamma * (double @ double.T)).tocsc()


gamma = 0.5
n_ring = 24
unit = np.eye(n_ring)
ring_stiffness = 2 * unit - np.roll(unit, 1, 0) - np.roll(unit, -1, 0)
ring_generator = moment_generator(
    ring_stiffness, np.zeros(n_ring),
    [(j, (j + 1) % n_ring) for j in range(n_ring)], gamma)
current_form = np.zeros((2 * n_ring, 2 * n_ring))
for j in range(n_ring):
    current_form[n_ring + j, (j + 1) % n_ring] = -0.5
    current_form[n_ring + j, (j - 1) % n_ring] = 0.5
current_form = (current_form + current_form.T) / 2
covariance = np.zeros_like(current_form)
covariance[:n_ring, :n_ring] = np.linalg.pinv(ring_stiffness)
covariance[n_ring:, n_ring:] = unit
start = 2 * covariance @ current_form @ covariance


def swap_correlation(t):
    return (ive(0, 2 * gamma * t) + ive(1, 2 * gamma * t)) / 2


t_test = 6.0
moved = expm_multiply(ring_generator * t_test, start.ravel())
ring_value = current_form.ravel() @ moved / n_ring
# The finite ring lacks the uniform mode, whose weight is 1/n_ring.
ring_formula = swap_correlation(t_test) - 1 / n_ring
assert abs(ring_value - ring_formula) < 1e-7

tau_long = 1e4
kappa_long = quad(lambda s: 2 * s * swap_correlation(s * s),
                  0, np.sqrt(tau_long), limit=300)[0]
kappa_asymptote = np.sqrt(tau_long / (np.pi * gamma))
assert abs(kappa_long / kappa_asymptote - 1) < 0.03


def bath_resistance(n, pin_square):
    """Temperature difference over heat current, baths at both ends."""
    stiffness = ((2 + pin_square) * np.eye(n)
                 - np.eye(n, k=1) - np.eye(n, k=-1))
    friction = np.zeros(n)
    friction[[0, -1]] = 1.0
    generator = moment_generator(
        stiffness, friction, [(j, j + 1) for j in range(n - 1)], gamma)
    source = np.zeros((2 * n, 2 * n))
    source[n, n] = 2.0
    moments = spsolve(generator, -source.ravel()).reshape(2 * n, 2 * n)
    heat_in, heat_out = 1 - moments[n, n], moments[-1, -1]
    assert abs(heat_in - heat_out) < 1e-7
    return 1 / heat_in


lengths = (16, 32, 64)
pin_square = 2.0
resist_free = np.array([bath_resistance(n, 0.0) for n in lengths])
resist_pin = np.array([bath_resistance(n, pin_square) for n in lengths])
step_free = np.diff(resist_free)
step_pin = np.diff(resist_pin)
ratio_free = step_free[1] / step_free[0]
ratio_pin = step_pin[1] / step_pin[0]
kappa_pin_bath = (lengths[2] - lengths[1]) / step_pin[1]
kappa_pin_formula = gamma / 2 + quad(
    lambda k: np.cos(k / 2)**2 / (pin_square + 4 * np.sin(k / 2)**2),
    -np.pi, np.pi)[0] / (2 * np.pi * gamma)
assert 1.25 < ratio_free < 1.65
assert abs(ratio_pin - 2) < 0.10
# The remaining few per cent are finite-length effects of long waves.
assert abs(kappa_pin_bath / kappa_pin_formula - 1) < 0.04


# ---------- molecular dynamics of FPUT rings ----------
grid = np.linspace(-5, 5, 4001)
weight = np.exp(-grid**2 / 2 - grid**4 / 4)
weight /= weight.sum()
cumulative = np.cumsum(weight)
mean_square_stretch = weight @ grid**2
sound_speed = 1 / np.sqrt(mean_square_stretch)


def simulate(n, rings, steps, pin):
    p = rng.normal(size=(n, rings))
    if pin:
        q = np.zeros((n, rings))
        burn = 1200
    else:
        p -= p.mean(0)
        r_start = np.interp(rng.random((n, rings)), cumulative, grid)
        q = np.cumsum(r_start - r_start.mean(0), axis=0)
        burn = 200
    r, tension, force, work = (np.empty_like(q) for _ in range(4))
    wave_numbers = 2 * np.pi * np.array([n // 32, n // 16, n // 8]) / n
    phase = np.outer(wave_numbers, np.arange(n))
    waves = np.vstack([np.cos(phase), np.sin(phase)])
    samples = steps // EVERY
    current = np.empty((samples, rings))
    p_modes = np.empty((samples, 6, rings))
    r_modes = np.empty((samples, 6, rings))
    kinetic = 0.0
    for step in range(-burn, steps):
        np.subtract(q[1:], q[:-1], out=r[:-1])
        np.subtract(q[0], q[-1], out=r[-1])
        np.multiply(r, r, out=tension)
        tension += 1.0
        tension *= r
        np.subtract(tension[1:], tension[:-1], out=force[1:])
        np.subtract(tension[0], tension[-1], out=force[0])
        if pin:
            np.multiply(q, q, out=work)
            work *= q
            work *= pin
            force -= work
            if step < -200 and step % 15 == 0:
                # Thermal momenta at the time of q; p is stored half a
                # step earlier.
                p[:] = rng.normal(size=p.shape) - (DT / 2) * force
        if step >= 0 and step % EVERY == 0:
            s = step // EVERY
            p_now = p + (DT / 2) * force
            work[1:] = tension[1:] + tension[:-1]
            work[0] = tension[0] + tension[-1]
            current[s] = -0.5 * np.einsum("ij,ij->j", work, p_now)
            p_modes[s] = waves @ p_now
            r_modes[s] = waves @ r
            kinetic += np.vdot(p_now, p_now) / p_now.size
        np.multiply(force, DT, out=work)
        p += work
        np.multiply(p, DT, out=work)
        q += work
    temperature = kinetic / samples
    assert abs(temperature - 1) < 0.03
    size = 2 * samples
    spectrum = fft(current, size, axis=0)
    lags = int(round(80 / LAG)) + 1
    corr = ifft(np.abs(spectrum)**2, axis=0)[:lags].real
    corr /= (samples - np.arange(lags))[:, None]
    running = cumulative_trapezoid(corr, dx=LAG, axis=0, initial=0)
    running /= n * temperature**2
    envelopes, angles = [], []
    mode_lags = int(round(200 / LAG)) + 1
    count = samples - np.arange(mode_lags)
    for m in range(3):
        fp = fft(p_modes[:, m] - 1j * p_modes[:, m + 3], size, axis=0)
        fr = fft(r_modes[:, m] - 1j * r_modes[:, m + 3], size, axis=0)
        pp = np.abs(ifft((np.abs(fp)**2).mean(1))[:mode_lags]) / count
        rp = np.abs(ifft((fr * fp.conj()).mean(1))[:mode_lags]) / count
        rr0 = ifft((np.abs(fr)**2).mean(1))[0].real / samples
        part_p = pp / pp[0]
        part_r = rp / np.sqrt(pp[0] * rr0)
        envelopes.append(np.hypot(part_p, part_r))
        angles.append(np.arctan2(part_r, part_p))
    return (running, wave_numbers, envelopes, angles,
            q[:, :8].copy(), p[:, :8].copy(), temperature)


def lifetime(envelope):
    below = np.nonzero(envelope < np.exp(-1))[0]
    if len(below):
        return below[0] * LAG
    return -(len(envelope) - 1) * LAG / np.log(envelope[-1])


def lyapunov(q, p, quartic, pin):
    """Largest exponent from linearized motion along the trajectory."""
    q, p = q.copy(), p.copy()
    dq, dp = rng.normal(size=(2,) + q.shape)
    dq -= dq.mean(0)
    dp -= dp.mean(0)
    growth, steps, skip = 0.0, 4000, 1000
    for step in range(1, steps + 1):
        r = np.roll(q, -1, 0) - q
        dr = np.roll(dq, -1, 0) - dq
        tension = r + quartic * r**3
        d_tension = (1 + 3 * quartic * r * r) * dr
        p += DT * (tension - np.roll(tension, 1, 0) - pin * q * q * q)
        dp += DT * (d_tension - np.roll(d_tension, 1, 0)
                    - 3 * pin * q * q * dq)
        q += DT * p
        dq += DT * dp
        if step % 20 == 0:
            norm = np.sqrt((dq**2 + dp**2).sum(0))
            dq /= norm
            dp /= norm
            if step > skip:
                growth += np.log(norm).mean()
    return growth / ((steps - skip) * DT)


n_free, n_pinned = 256, 64
pin_strength = 10.0
free = simulate(n_free, 160, 12000, 0.0)
pinned = simulate(n_pinned, 240, 12000, pin_strength)

lyap_free = lyapunov(free[4], free[5], 1.0, 0.0)
lyap_pinned = lyapunov(pinned[4], pinned[5], 1.0, pin_strength)
lyap_harmonic = lyapunov(free[4], free[5], 0.0, 0.0)
assert abs(lyap_harmonic) < 0.01
assert lyap_free > 0.03 and lyap_pinned > 0.03

life_free = [lifetime(e) for e in free[2]]
life_pinned = [lifetime(e) for e in pinned[2]]
assert life_free[0] > 1.4 * life_free[1] > 1.4**2 * life_free[2]
assert life_free[0] > 1 / lyap_free
assert life_free[0] > 2 * life_pinned[0]
assert 0.5 < life_pinned[0] / life_pinned[1] < 2

check_lag = 10
speed_measured = free[3][0][check_lag] / (
    2 * np.sin(free[1][0] / 2) * check_lag * LAG)
assert abs(speed_measured / sound_speed - 1) < 0.06

cutoffs = np.array([10.0, 20.0, 40.0, 80.0])
marks = np.rint(cutoffs / LAG).astype(int)


def summarize(running):
    values = running[marks]
    error = values.std(axis=1, ddof=1) / np.sqrt(values.shape[1])
    gain = values[3] - values[2]
    gain_error = gain.std(ddof=1) / np.sqrt(len(gain))
    return values.mean(1), error, gain.mean(), gain_error


kappa_free, error_free, gain_free, gain_error_free = summarize(free[0])
kappa_pin, error_pin, gain_pin, gain_error_pin = summarize(pinned[0])
assert gain_free > 4 * gain_error_free
assert kappa_free[3] / kappa_free[2] > 1.12
assert abs(gain_pin) < 0.10 * kappa_pin[2], (kappa_pin, gain_error_pin)

# ---------- worked example in physical units ----------
stiffness_ev = 1.0      # eV/angstrom^2
quartic_ev = 10.0       # eV/angstrom^4
mass_u = 20.0           # atomic mass units
spacing = 2.5           # angstrom
ev = const.e
thermal_ev = stiffness_ev**2 / quartic_ev
kelvin = thermal_ev * ev / const.k
time_s = np.sqrt(mass_u * const.atomic_mass / (stiffness_ev * ev * 1e20))
time_ps = time_s * 1e12
kappa_unit = const.k / ev * spacing / time_ps
to_watt = ev * 1e-10 / 1e-12
rms_stretch = np.sqrt(mean_square_stretch * stiffness_ev / quartic_ev)


def quantum_size(q, pin):
    """Top phonon quantum from mean curvatures, and heat-capacity loss."""
    r = np.roll(q, -1, 0) - q
    top_square = 4 * (1 + 3 * np.mean(r**2)) + 3 * pin * np.mean(q**2)
    quantum = const.hbar / time_s / ev * np.sqrt(top_square)
    x = quantum / thermal_ev
    return quantum, 1 - x**2 * np.exp(x) / np.expm1(x)**2


quantum_free, loss_free = quantum_size(free[4], 0.0)
quantum_pin, loss_pin = quantum_size(pinned[4], pin_strength)

print("SWAP CHAIN, reduced units")
print(f"swap rate {gamma:.2f}; squared pin frequency {pin_square:.1f}")
print(f"ring correlation at t={t_test:.0f}: {ring_value:.6f}")
print(f"same from Bessel formula: {ring_formula:.6f}")
print(f"kappa at cutoff {tau_long:.0f}: {kappa_long:.2f}")
print(f"square-root asymptote: {kappa_asymptote:.2f}")
for n, rf, rp in zip(lengths, resist_free, resist_pin):
    print(f"N={n}: resistance free {rf:.3f}, pinned {rp:.3f}")
print(f"ratio of resistance steps, free: {ratio_free:.3f}")
print(f"ratio of resistance steps, pinned: {ratio_pin:.3f}")
print(f"pinned kappa, baths: {kappa_pin_bath:.4f}")
print(f"pinned kappa, formula: {kappa_pin_formula:.4f}")
print("FPUT EXAMPLE")
print(f"bond stiffness {stiffness_ev:.1f} eV/A^2")
print(f"quartic bond coefficient {quartic_ev:.1f} eV/A^4")
print(f"quartic pin coefficient {pin_strength * quartic_ev:.1f} eV/A^4")
print(f"mass {mass_u:.1f} u; spacing {spacing:.1f} A")
print(f"thermal energy {thermal_ev:.3f} eV = {kelvin:.0f} K")
print(f"time unit {time_ps:.5f} ps; step {DT * time_ps:.5f} ps")
print(f"rms bond stretch, free {rms_stretch:.3f} A")
print(f"ring sizes: free {n_free}, pinned {n_pinned} sites")
print(f"kinetic T / target: free {free[6]:.4f}, pinned {pinned[6]:.4f}")
print(f"sound speed, formula {sound_speed * spacing / time_ps:.1f} A/ps")
print(f"sound speed, dynamics {speed_measured * spacing / time_ps:.1f} A/ps")
print(f"Lyapunov exponent, free {lyap_free / time_ps:.3f} 1/ps")
print(f"Lyapunov exponent, pinned {lyap_pinned / time_ps:.3f} 1/ps")
print(f"Lyapunov exponent, harmonic {lyap_harmonic / time_ps:.4f} 1/ps")
print(f"Lyapunov time, free {time_ps / lyap_free:.3f} ps")
for k, lf, lp in zip(free[1], life_free, life_pinned):
    print(f"wavelength {2 * np.pi / k * spacing:.0f} A: life free "
          f"{lf * time_ps:.2f}, pinned {lp * time_ps:.3f} ps")
print("kappa below in 1e-3 eV A/(ps K), +/- standard error")
for i, tau in enumerate(cutoffs):
    scale = kappa_unit * 1e3
    print(f"cutoff {tau * time_ps:.3f} ps, "
          f"free-chain length c*t {sound_speed * tau * spacing:.0f} A")
    print(f"  free {kappa_free[i] * scale:.2f} +/- "
          f"{error_free[i] * scale:.2f}; pinned "
          f"{kappa_pin[i] * scale:.2f} +/- {error_pin[i] * scale:.2f}")
print(f"last doubling, free: factor {kappa_free[3] / kappa_free[2]:.3f}")
print(f"last doubling, pinned: factor {kappa_pin[3] / kappa_pin[2]:.3f}")
print(f"free gain / its standard error: {gain_free / gain_error_free:.1f}")
print(f"pinned gain / its standard error: {gain_pin / gain_error_pin:.1f}")
print(f"last free kappa {kappa_free[3] * kappa_unit * to_watt:.3e} W m/K")
print(f"last pinned kappa {kappa_pin[3] * kappa_unit * to_watt:.3e} W m/K")
print(f"top phonon quantum: free {quantum_free:.4f}, "
      f"pinned {quantum_pin:.4f} eV")
print(f"its heat-capacity loss: free {100 * loss_free:.1f}, "
      f"pinned {100 * loss_pin:.1f} percent")
print("checks complete")
```

Printed output:

```
SWAP CHAIN, reduced units
swap rate 0.50; squared pin frequency 2.0
ring correlation at t=6: 0.117688
same from Bessel formula: 0.117688
kappa at cutoff 10000: 79.29
square-root asymptote: 79.79
N=16: resistance free 15.913, pinned 32.292
N=32: resistance free 23.895, pinned 60.082
N=64: resistance free 35.381, pinned 113.929
ratio of resistance steps, free: 1.439
ratio of resistance steps, pinned: 1.938
pinned kappa, baths: 0.5943
pinned kappa, formula: 0.6160
FPUT EXAMPLE
bond stiffness 1.0 eV/A^2
quartic bond coefficient 10.0 eV/A^4
quartic pin coefficient 100.0 eV/A^4
mass 20.0 u; spacing 2.5 A
thermal energy 0.100 eV = 1160 K
time unit 0.04553 ps; step 0.00455 ps
rms bond stretch, free 0.216 A
ring sizes: free 256, pinned 64 sites
kinetic T / target: free 1.0025, pinned 0.9814
sound speed, formula 80.3 A/ps
sound speed, dynamics 81.0 A/ps
Lyapunov exponent, free 2.334 1/ps
Lyapunov exponent, pinned 4.288 1/ps
Lyapunov exponent, harmonic -0.0105 1/ps
Lyapunov time, free 0.429 ps
wavelength 80 A: life free 8.45, pinned 0.237 ps
wavelength 40 A: life free 3.17, pinned 0.219 ps
wavelength 20 A: life free 1.15, pinned 0.219 ps
kappa below in 1e-3 eV A/(ps K), +/- standard error
cutoff 0.455 ps, free-chain length c*t 37 A
  free 44.40 +/- 1.28; pinned 4.45 +/- 0.09
cutoff 0.911 ps, free-chain length c*t 73 A
  free 76.36 +/- 2.45; pinned 4.56 +/- 0.11
cutoff 1.821 ps, free-chain length c*t 146 A
  free 120.84 +/- 4.60; pinned 4.48 +/- 0.13
cutoff 3.642 ps, free-chain length c*t 292 A
  free 175.73 +/- 8.45; pinned 4.43 +/- 0.18
last doubling, free: factor 1.454
last doubling, pinned: factor 0.987
free gain / its standard error: 13.4
pinned gain / its standard error: -0.5
last free kappa 2.816e-18 W m/K
last pinned kappa 7.092e-20 W m/K
top phonon quantum: free 0.0446, pinned 0.0499 eV
its heat-capacity loss: free 1.6, pinned 2.0 percent
checks complete
```
